# The Decoupling Unitary Built from X and Its Closeness to the Identity, part 2

A Hermitian matrix $H$ acts on $L\oplus S$ (large and small components) in an orthonormal basis; $H_{SS}$ is its block on $S$. The case in mind is the Dirac Hamiltonian with $mc^2$ subtracted,

$$H=\begin{pmatrix}V&c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p&V-2mc^2\end{pmatrix},\qquad \mathbf p=-i\hbar\nabla ,$$

where a point nucleus gives $V=-Ze^2/r$ (Gaussian units).

The invariant subspace $V_+$, spanned by eigenvectors, has the dimension of $L$ and is assumed to contain no nonzero vector purely in $S$. This holds if the largest eigenvalue of $H_{SS}$ lies below the lowest energy in $V_+$. $V_-$ is its orthogonal complement; $P_\pm,P_L,P_S$ are the projectors. A decoupler is a unitary $T$ with $TL=V_+$, $TS=V_-$. We seek the one nearest to 1, in the Frobenius norm $\|A\|_F^2=\mathrm{Tr}\,A^\dagger A$ or the operator norm $\|A\|=\max\|A\psi\|$ over unit vectors $\psi$.

A first derivation, by traces, showed that $V_+$ consists of the vectors $(\varphi,X\varphi)$ and $V_-$ of $(-X^\dagger\chi,\chi)$. With $R=(1+X^\dagger X)^{-1/2}$ and $R'=(1+XX^\dagger)^{-1/2}$,

$$W=\begin{pmatrix}R&-X^\dagger R'\\XR&R'\end{pmatrix}$$

uniquely minimizes $\|T-1\|_F$. The upper block $h_+$ of $W^\dagger HW$ has the energies of $V_+$. Every decoupler is $W$ times a block-diagonal unitary with blocks $u,v$, and

$$\|T-1\|_F^2-\|W-1\|_F^2=\mathrm{Tr}\,(1-u)^\dagger R(1-u)+\mathrm{Tr}\,(1-v)^\dagger R'(1-v). \tag{3}$$

A second derivation starts without $X$. For unit $\varphi\in L$, $\|T\varphi-\varphi\|^2=2-2\,\mathrm{Re}\,\langle\varphi|T\varphi\rangle$ and

$$\mathrm{Re}\,\langle\varphi|T\varphi\rangle=\mathrm{Re}\,\langle P_+\varphi|T\varphi\rangle\le\|P_+\varphi\| . \tag{4}$$

If $P_+\varphi\ne0$, equality requires $T\varphi=P_+\varphi/\|P_+\varphi\|$. The same holds on $S$ with $P_-$. $G=P_LP_+P_L$ on $L$ and $G'=P_SP_-P_S$ on $S$ have orthonormal eigenvectors $\varphi_i$, $\chi_j$ with eigenvalues $\cos^2\theta_i>0$, $\cos^2\theta'_j>0$; the projections $P_+\varphi_i$ stay mutually orthogonal, as do the $P_-\chi_j$.

Two earlier examples return. A random complex matrix with $\dim L=3$, $\dim S=4$ gave $\|W-1\|_F=1.025991$, confirmed by numerical minimization. For a free particle ($V=0$), $\tan\theta=cp/(E_p+mc^2)$ with $E_p=\sqrt{m^2c^4+c^2p^2}$, so $\theta$ approaches $45^\circ$ for $p\gg mc$; $W^\dagger$ is the Foldy–Wouthuysen transformation.

### The minimum and the unitary that attains it

The squared Frobenius norm is the sum of $\|(T-1)e\|^2$ over any orthonormal basis. Using the vectors $\varphi_i$ and $\chi_j$, and (4) for each of them,

$$\|T-1\|_F^2\ \ge\ \sum_i2(1-\cos\theta_i)+\sum_j2(1-\cos\theta'_j). \tag{5}$$

Equality holds if and only if every vector goes to its normalized projection:

$$T\varphi_i=\frac{P_+\varphi_i}{\cos\theta_i},\qquad T\chi_j=\frac{P_-\chi_j}{\cos\theta'_j}.$$

These images are orthonormal within $V_+$ and within $V_-$, and the two sets are orthogonal to each other. They define a unitary, which is therefore the unique minimizer. In matrix form it is

$$TP_L=P_+P_L\,G^{-1/2},\qquad TP_S=P_-P_S\,G'^{-1/2}, \tag{6}$$

where the inverse roots act within $L$ and within $S$.

It remains to write (6) in terms of $X$. The columns of $B=(1;X)$, with 1 above $X$, span $V_+$, so

$$P_+=B(B^\dagger B)^{-1}B^\dagger=\begin{pmatrix}1\\X\end{pmatrix}R^2\,(1,\;X^\dagger).$$

Its upper left block is $G=R^2$, and its first block column is $P_+P_L=BR^2$. Hence $P_+P_LG^{-1/2}=BR^2R^{-1}=BR$, the first block column of $W$. In the same way the columns of $(-X^\dagger;1)$ span $V_-$ and give $G'=R'^2$, and the second block column is $(-X^\dagger;1)R'$. The minimizer is $W$. The renormalizer $R$ now has a direct meaning: its eigenvalues are the cosines of the angles between $L$ and $V_+$.

### W as a set of plane rotations

Since $R^2=(1+X^\dagger X)^{-1}$, an eigenvalue $\tau_i^2$ of $X^\dagger X$ corresponds to $\cos^2\theta_i=1/(1+\tau_i^2)$, so that $\tau_i=\tan\theta_i$. The singular values of $X$ are the tangents of the angles. For $\tau_i>0$ define the unit vector $\chi_i=X\varphi_i/\tau_i$ in $S$. Then $X^\dagger\chi_i=\tau_i\varphi_i$, $XX^\dagger\chi_i=\tau_i^2\chi_i$, and

$$W\varphi_i=\cos\theta_i\,\varphi_i+\sin\theta_i\,\chi_i,\qquad
W\chi_i=-\sin\theta_i\,\varphi_i+\cos\theta_i\,\chi_i .$$

Thus $W$ rotates each plane spanned by $\varphi_i$ and $\chi_i$ and leaves the remaining directions alone. The nonzero angles of $L$ and of $S$ coincide, and (5) becomes

$$\|W-1\|_F^2=4\sum_i(1-\cos\theta_i)=8\sum_i\sin^2\frac{\theta_i}{2}.$$

The random matrix of the first half has the angles $40.110^\circ$, $12.958^\circ$ and $4.057^\circ$. Their cosines add up to $2.7368$, so the squared distance is $4(3-2.7368)=1.053$ and the distance $1.026$, in agreement with the direct value.

### The operator norm

Inequality (4) also settles the operator norm. For the vector $\varphi_i$ with the largest angle, every decoupler obeys

$$\|T-1\|\ge\|T\varphi_i-\varphi_i\|\ge\sqrt{2-2\cos\theta_{\max}}=2\sin\frac{\theta_{\max}}{2}.$$

A rotation by $\theta$ moves every unit vector of its plane by $2\sin(\theta/2)$. The planes of $W$ are mutually orthogonal, so $\|W-1\|=2\sin(\theta_{\max}/2)$ and the bound is attained.

This minimizer need not be unique. Multiply $\varphi_i$, in a plane with $\theta_i<\theta_{\max}$, by a phase factor $e^{i\eta}$ before applying $W$. In that plane the product has determinant $e^{i\eta}$ and trace $2e^{i\eta/2}\cos\theta_i\cos(\eta/2)$. Its eigenvalues are therefore $e^{i(\eta/2\pm\omega)}$ with $\cos\omega=\cos\theta_i\cos(\eta/2)$. For small $\eta$ their phases stay close to $\pm\theta_i$, below $\theta_{\max}$ in size, and the operator norm does not change.

In the random matrix a phase of $18.027^\circ$ on the direction with $\theta=4.057^\circ$ leaves the operator norm at $0.685848$. This phase is not small: the eigenvalue phases are $18.9^\circ$ and $-0.9^\circ$, no longer near $\pm\theta_i$ but still below $\theta_{\max}=40.1^\circ$ in size, which is all that is needed. The Frobenius distance rises from $1.0260$ to $1.0727$. The excess formula (3) predicts a rise of its square by $\cos\theta_i\,|1-e^{i\eta}|^2=0.9975\times4\sin^2(9.01^\circ)=0.098$, and indeed $1.0727^2-1.0260^2=0.098$.

### What makes an angle exceed 45 degrees

Within one plane write $a=\langle\varphi_i|H|\varphi_i\rangle$, $d=\langle\chi_i|H|\chi_i\rangle$ and $b=\langle\chi_i|H|\varphi_i\rangle$. Decoupling requires $\langle W\chi_i|H|W\varphi_i\rangle=0$, that is,

$$b\cos^2\theta_i-b^*\sin^2\theta_i=(a-d)\sin\theta_i\cos\theta_i .$$

The imaginary part gives $\mathrm{Im}\,b=0$, and the real part gives $2b\cos2\theta_i=(a-d)\sin2\theta_i$. The mean energies of $W\varphi_i$ and $W\chi_i$ differ by

$$(a-d)\cos2\theta_i+2b\sin2\theta_i=\frac{2b}{\sin2\theta_i},$$

where $a-d$ was eliminated. If all energies in $V_+$ lie above those in $V_-$, this difference is positive, so $b>0$. Then $\cos2\theta_i$ has the sign of $a-d$: the angle exceeds $45^\circ$ precisely when $a<d$. For the Dirac matrix that condition reads

$$\langle\varphi_i|V|\varphi_i\rangle<\langle\chi_i|V|\chi_i\rangle-2mc^2 .$$

It cannot be met by a free particle. It needs a potential deep enough to place a large-component function below its small-component partner.

### A one-electron ion with Z = 80

The model is the Dirac equation with a fixed point nucleus. It leaves out nuclear size, recoil and quantum-electrodynamic corrections, so the numbers are not predictions of a measured energy. For the 1s state take the upper component $f(r)\xi$ and the lower component $-ig(r)(\boldsymbol\sigma\cdot\hat{\mathbf r})\xi$, with a constant spinor $\xi$. From $\boldsymbol\sigma\cdot\mathbf p\,f\xi=-i\hbar f'(\boldsymbol\sigma\cdot\hat{\mathbf r})\xi$ and $\boldsymbol\sigma\cdot\mathbf p\,g(\boldsymbol\sigma\cdot\hat{\mathbf r})\xi=-i\hbar(g'+2g/r)\xi$ one finds

$$Vf-\hbar c\Big(g'+\frac{2g}{r}\Big)=Ef,\qquad \hbar cf'+(V-2mc^2)g=Eg .$$

Insert $f=r^{\gamma-1}e^{-\lambda r}$ and $g=qf$, and let $\alpha=e^2/(\hbar c)$. The terms in $1/r$ give $q(1+\gamma)=-Z\alpha$ and $\gamma-1=qZ\alpha$, hence $\gamma=\sqrt{1-(Z\alpha)^2}$ and $q^2=(1-\gamma)/(1+\gamma)$. The constant terms give $E=\hbar cq\lambda$ and $-\hbar c\lambda=q(2mc^2+E)$. Eliminating $\lambda$ yields $E=-q^2(2mc^2+E)$. The weight of the small component, $w=q^2/(1+q^2)$, and the energy are therefore

$$w=\frac{1-\gamma}{2},\qquad E=-2mc^2\,w=-mc^2(1-\gamma).$$

For $Z=80$ this is $w=0.09405$ and $E=-3532.192$ hartree ($-96.116$ keV).

The matrix uses 22 radial functions $f\propto e^{-\zeta r^2}$ and their 22 partners $g\propto re^{-\zeta r^2}$, proportional to $f'$. The exponents start at 192 bohr$^{-2}$ and grow by factors of 2.5. Each set is orthonormalized separately. The highest eigenvalue of $H_{SS}$ is $-38370$ hartree in this basis; with more diffuse functions it rises by several hundred hartree toward $-2mc^2$, which it cannot exceed. It lies far below the 1s energy, so $X$ exists. The lowest eigenvalue of $h_+$ is $-3532.187$ hartree, $0.005$ hartree above the closed form. With 18 functions the error is $0.020$ hartree. It belongs to the basis and not to the decoupling: as shown in the first half, $h_+$ has exactly the eigenvalues that the full matrix has in $V_+$.

Leaving out the renormalizers changes the energy greatly. The matrix $R^{-1}h_+R^{-1}$ has the lowest eigenvalue $-3927$ hartree. A bound shows why. For the normalized large component of the 1s state, its expectation value is $E$ times the squared norm of $(\varphi,X\varphi)$. That norm squared is $1/(1-w)$, so the value is $-3532.19/0.90595=-3899$ hartree, and the lowest eigenvalue cannot lie above it.

In this basis the angles run from $4.48^\circ$ to $50.81^\circ$. Both ends depend on the basis: the largest angle is $50.19^\circ$ with 18 functions and about $51.3^\circ$ with 30, and the smallest falls below $1^\circ$ when much more diffuse functions are included. The largest exceeds the free-particle limit of $45^\circ$. By the criterion above, its $\varphi_i$ has a mean potential energy below $-2mc^2=-37558$ hartree. It must have weight where $Ze^2/r>2mc^2$, that is, within $80/37558=0.0021$ bohr of the nucleus.

Another valid decoupler uses inverse Cholesky factors of $1+X^\dagger X$ and $1+XX^\dagger$ in place of $R$ and $R'$. Unlike $W$, it depends on which orthonormal basis is used within each block. With the symmetric orthonormalization used here, which multiplies the normalized functions by the inverse square root of their overlap matrix, and with the functions ordered by rising exponent (another order changes the last digit quoted), its Frobenius distance is $4.5281$, against $4.5248$ for $W$; the operator-norm distances are $0.885$ and $0.858$. From 18 to 22 functions the squared Frobenius distance of $W$ grows from $15.57$ to $20.47$, or $1.23$ per added pair. A plane rotated by $45^\circ$ contributes $4(1-\cos45^\circ)=1.17$; the observed growth is that of a plane rotated by about $46^\circ$. The Frobenius distance thus depends on the size of the basis and is meaningful for comparing decouplers in the same basis.

### What each derivation assumes

Both derivations fix $V_+$ and use the ordinary inner product. A basis with overlaps must first be orthonormalized within $L$ and within $S$. The choice of orthonormal basis in each block is immaterial: a block-diagonal unitary change $Q$ turns $W$ into $Q^\dagger WQ$ and leaves its distance from 1 unchanged. Neither minimality proof uses the size of the coupling or an expansion in $1/c$.

The first derivation needs $X$ from the start, and with it the assumption that no vector of $V_+$ lies purely in $S$. It takes $W$ as a candidate and compares it with all others. In return, (3) gives the excess of every competitor. It relies on finite traces.

The second derivation needs the projector $P_+$ alone and constructs the optimum. It also shows what happens when the assumption fails. Some $\cos\theta_i$ is then zero, $X$ does not exist, and (4) no longer prefers any image of that $\varphi_i$. The minimum in (5) is still attained, but by more than one unitary. For $H=\mathrm{diag}(-1,1)$ with the upper level assigned to $L$, every decoupler has zero diagonal and the same distance, $2$.

The two also differ in how far they reach beyond matrices. For a free particle in a box there are infinitely many momenta with angles near $45^\circ$, so the sum in (5) diverges and the Frobenius statement loses its meaning. The bound on the operator norm survives, because (4) concerns one vector at a time. The angles approach $45^\circ$ without reaching it, and the least possible operator-norm distance is $2\sin22.5^\circ=0.765$, which the Foldy–Wouthuysen transformation attains. The output that follows lists the computed values; apart from the remarks on larger, more diffuse or reordered bases, the other numbers quoted here follow from them, or from the formulas, by short arithmetic.

## Table of computed values

```
RANDOM 3+4 MATRIX (dimensionless)
rotation angles (deg): [40.11  12.958  4.057]
Frobenius distance of W from 1: 1.025991
smallest distance found by minimization: 1.025991
largest element of |T_min - W|: 3.9e-06
operator-norm distance of W: 0.685848
phase-modified T: phase 18.027 deg, operator 0.685848, Frobenius 1.072654
TWO-LEVEL MATRIX [[-1,1],[1,1]] (dimensionless)
L -> upper level: X = 2.414214, distance 1.571390
L -> lower level: X = -0.414214, distance 0.551799
FREE PARTICLE, p = m c
E_p/(m c^2) = 1.414214, norm of X = 0.414214
angle = 22.5000 deg, Frobenius distance = 0.780361
ION Z = 80, 1s, point nucleus; c = 137.035999 a.u.
exponents: smallest 192.0 bohr^-2, ratio 2.5
closed-form 1s energy: -3532.1921 hartree = -96.1158 keV
closed-form small-component weight: 0.094047
-- 18 large + 18 small functions
1s energy from upper block: -3532.1719 hartree = -96.1153 keV
error against closed form: 0.0201 hartree
small-component weight of 1s: 0.094046
highest eigenvalue of H_SS: -38370.30 hartree; -2c^2 = -37557.73 hartree
lowest eigenvalue without renormalizers: -3927.02 hartree
rotation angles: 4.4779 to 50.1898 deg
W: Frobenius 3.946339, operator 0.848238
Cholesky: Frobenius 3.949007, operator 0.871689
-- 22 large + 22 small functions
1s energy from upper block: -3532.1869 hartree = -96.1157 keV
error against closed form: 0.0052 hartree
small-component weight of 1s: 0.094047
highest eigenvalue of H_SS: -38370.30 hartree; -2c^2 = -37557.73 hartree
lowest eigenvalue without renormalizers: -3927.04 hartree
rotation angles: 4.4779 to 50.8071 deg
W: Frobenius 4.524833, operator 0.857981
Cholesky: Frobenius 4.528065, operator 0.884532
```
